# Stress-enhanced lithium diffusion in a free elastic sphere: a program that tests the result

```python
"""
Stress-enhanced diffusion of lithium in a free isotropic elastic sphere.
Result under test:
    J = -D (1 + theta c) dc/dr,
    theta = 2 Omega^2 E / (9 R_gas T (1 - nu)).
c: moles of lithium per unstressed host volume; Omega: partial molar volume;
E: Young's modulus; nu: Poisson ratio; T: temperature; D: stress-free
diffusivity; J: radial molar flux. Tension is positive.
The elastic reference is a discretized displacement problem, which does not
use the closed-form stresses. All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import R as R_gas, N_A, k as k_B, e as charge
from scipy.integrate import quad, solve_ivp

# Rough typical values for a spinel lithium manganese oxide particle
young = 100e9
poisson = 0.3
omega = 3.5e-6
diffusivity = 1e-14
site_conc = 2.3e4
temperature = 300.0
radius = 2e-6
fill_rate = 1.0 / 3600.0
start_fill, end_fill = 0.05, 0.10

shear = young / (2 * (1 + poisson))
bulk = young / (3 * (1 - 2 * poisson))
lame = bulk - 2 * shear / 3


def theta_formula(temp):
    return 2 * omega**2 * young / (9 * R_gas * temp * (1 - poisson))


def elastic_maps(n, molar_volume):
    """Matrices from cell concentrations to radial and tangential stress.

    Unit sphere, linear displacement elements, free outer surface.
    """
    h = 1.0 / n
    mid = (np.arange(n) + 0.5) * h
    weight = 4 * np.pi * mid**2 * h
    left = np.eye(n, k=-1)       # displacement at the centre is zero
    right = np.eye(n)
    strain_r = (right - left) / h
    strain_t = (right + left) / (2 * mid[:, None])
    stress_r = (lame + 2 * shear) * strain_r + 2 * lame * strain_t
    stress_t = lame * strain_r + 2 * (lame + shear) * strain_t
    stiffness = (strain_r.T @ (weight[:, None] * stress_r)
                 + 2 * strain_t.T @ (weight[:, None] * stress_t))
    free_stress = 3 * bulk * molar_volume / 3
    load = (strain_r + 2 * strain_t).T * weight * free_stress
    displacement = np.linalg.solve(stiffness, load)
    identity = np.eye(n) * free_stress
    return (stress_r @ displacement - identity,
            stress_t @ displacement - identity, mid, weight)


def elastic_energy(conc, map_r, map_t, weight):
    sr, st = map_r @ conc, map_t @ conc
    er = (sr - 2 * poisson * st) / young
    et = ((1 - poisson) * st - poisson * sr) / young
    return 0.5 * np.sum(weight * (sr * er + 2 * st * et))


theta = theta_formula(temperature)
hydro_coefficient = 2 * omega * young / (9 * (1 - poisson))

# Closed-form stresses against the displacement problem


def profile(s):
    return site_conc * (0.05 + 0.08 * s**2 + 0.04 * s**5)


def inner_mean(s):
    return 3 * quad(lambda q: profile(q) * q**2, 0, s)[0] / s**3


n_test = 200
map_r, map_t, mid, weight = elastic_maps(n_test, omega)
conc = profile(mid)
mean_conc = inner_mean(1.0)
inside = np.array([inner_mean(s) for s in mid])
num_r, num_t = map_r @ conc, map_t @ conc
num_h = (num_r + 2 * num_t) / 3
form_r = hydro_coefficient * (mean_conc - inside)
form_t = hydro_coefficient * (2 * mean_conc + inside - 3 * conc) / 2
form_h = hydro_coefficient * (mean_conc - conc)
stress_scale = np.max(np.abs(form_h))
stress_error = max(np.max(np.abs(a - b)) for a, b in
                   ((num_r, form_r), (num_t, form_t), (num_h, form_h)))
stress_error /= stress_scale
assert stress_error < 3e-3   # second-order discretization error

# Derivative of minimized elastic energy against -Omega * hydrostatic stress
energy_error = 0.0
for cell in (20, 90, 150, 195):
    step = np.zeros(n_test)
    step[cell] = 1000.0
    slope = (elastic_energy(conc + step, map_r, map_t, weight)
             - elastic_energy(conc - step, map_r, map_t, weight))
    slope /= 2000.0 * weight[cell]
    energy_error = max(energy_error, abs(slope + omega * form_h[cell])
                       / (omega * stress_scale))
assert energy_error < 3e-3   # same discretization error as the stresses

# Flux from numerical stress gradients, for swelling and shrinking hosts
flux_error = 0.0
for signed_omega in (omega, -omega):
    mr, mt, _, _ = elastic_maps(n_test, signed_omega)
    hydro = (mr @ conc + 2 * mt @ conc) / 3
    face_conc = (conc[1:] + conc[:-1]) / 2
    gradient = np.diff(conc) * n_test
    direct = gradient - (signed_omega * face_conc / (R_gas * temperature)
                         * np.diff(hydro) * n_test)
    derived = (1 + theta * face_conc) * gradient
    flux_error = max(flux_error, np.max(np.abs(direct - derived))
                     / np.max(np.abs(derived)))
assert flux_error < 1e-2     # differentiated discretization error


# Constant-current insertion; x is the fraction of lithium sites filled
def insert_lithium(n, law):
    h = radius / n
    faces = np.arange(n + 1) * h
    volume = (faces[1:]**3 - faces[:-1]**3) / 3
    if law == "elastic":
        mr, mt, _, _ = elastic_maps(n, omega)
        drift_map = omega * site_conc * (mr + 2 * mt) / 3
        drift_map /= R_gas * temperature

    def rate(time, x):
        face_x = (x[1:] + x[:-1]) / 2
        force = np.diff(x) / h
        if law == "formula":
            force = force * (1 + theta * site_conc * face_x)
        elif law == "elastic":
            force = force - face_x * np.diff(drift_map @ x) / h
        inward = np.zeros(n + 1)
        inward[1:-1] = diffusivity * force
        inward[-1] = fill_rate * radius / 3
        return np.diff(faces**2 * inward) / volume

    duration = (end_fill - start_fill) / fill_rate
    run = solve_ivp(rate, (0, duration), np.full(n, start_fill),
                    method="BDF", rtol=1e-7, atol=1e-10)
    assert run.success
    x = run.y[:, -1]
    average = np.sum(volume * x) / np.sum(volume)
    centre = (9 * x[0] - x[1]) / 8
    surface = 1.5 * x[-1] - 0.5 * x[-2]
    return x, average, centre, surface


x_plain, av_plain, centre_plain, surface_plain = insert_lithium(80, "plain")
x_form, av_form, centre_form, surface_form = insert_lithium(80, "formula")
x_el, av_el, centre_el, surface_el = insert_lithium(80, "elastic")
_, _, centre_coarse, surface_coarse = insert_lithium(40, "elastic")
diff_plain = surface_plain - centre_plain
diff_form = surface_form - centre_form
diff_el = surface_el - centre_el
diff_coarse = surface_coarse - centre_coarse
profile_error = np.max(np.abs(x_form - x_el)) / diff_el
mesh_shift = abs(diff_el - diff_coarse) / diff_el
for average in (av_plain, av_form, av_el):
    assert abs(average - end_fill) < 1e-6
assert profile_error < 1e-2  # finite mesh in the elastic problem
assert mesh_shift < 1e-2

# Quasi-steady estimate neglects the slow change of theta*c
conc_end = end_fill * site_conc
enhancement = 1 + theta * conc_end
quasi_plain = fill_rate * radius**2 / (6 * diffusivity)
quasi_stress = quasi_plain / enhancement
assert abs(quasi_plain / diff_plain - 1) < 0.01
assert abs(quasi_stress / diff_form - 1) < 0.03

centre_stress = hydro_coefficient * site_conc * (av_form - centre_form)
surface_hoop = 1.5 * hydro_coefficient * site_conc * (av_form - surface_form)

# Site blocking and mean-field repulsion, from numerical potential slopes
repulsion = 0.1 * charge     # rough size for a completely filled host


def transport_factor(x, elastic, interaction):
    def potential(y):
        return (np.log(y / (1 - y)) + elastic * y
                + interaction * y / (k_B * temperature))
    d = 1e-5
    return x * (1 - x) * (potential(x + d) - potential(x - d)) / (2 * d)


blocked = transport_factor(end_fill, theta * site_conc, 0.0)
repelled = transport_factor(end_fill, theta * site_conc, repulsion)
repulsion_only = transport_factor(end_fill, 0.0, repulsion)
assert abs(blocked - (1 + theta * conc_end * (1 - end_fill))) < 1e-6


# Elastic anisotropy, estimated from plane composition waves in a cubic host
def wave_modulus(direction, zener):
    c_prime, c44 = shear / np.sqrt(zener), shear * np.sqrt(zener)
    c11, c12 = bulk + 4 * c_prime / 3, bulk - 2 * c_prime / 3
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    acoustic = (c44 * np.eye(3) + (c12 + c44) * np.outer(n, n)
                + (c11 - c12 - 2 * c44) * np.diag(n**2))
    return 4.5 * bulk - 4.5 * bulk**2 * n @ np.linalg.solve(acoustic, n)


isotropic_modulus = young / (1 - poisson)
for direction in ((1, 0, 0), (1, 1, 1)):
    assert abs(wave_modulus(direction, 1.0) / isotropic_modulus - 1) < 1e-10
zener_ratio = 1.5
theta_100 = wave_modulus((1, 0, 0), zener_ratio) / isotropic_modulus
theta_111 = wave_modulus((1, 1, 1), zener_ratio) / isotropic_modulus

softening = 0.3
surface_tension = 1.0
crack_radius = radius / 2
stress_intensity = 2 * centre_stress * np.sqrt(crack_radius / np.pi)
barrier_change = omega * centre_stress / (R_gas * temperature)

print(f"Young's modulus: {young/1e9:.0f} GPa")
print(f"Poisson ratio: {poisson:.2f} (dimensionless)")
print(f"partial molar volume: {omega*1e6:.2f} cm3/mol")
print(f"stress-free diffusivity: {diffusivity*1e4:.2e} cm2/s")
print(f"site concentration: {site_conc*1e-6:.4f} mol/cm3")
print(f"temperature: {temperature:.0f} K")
print(f"particle radius: {radius*1e6:.1f} um")
print(f"time to fill all sites: {1/fill_rate:.0f} s")
print(f"initial, final mean filling: {start_fill:.2f}, {end_fill:.2f} (1)")
print(f"insertion time: {(end_fill-start_fill)/fill_rate:.0f} s")
print(f"diffusion time a^2/D: {radius**2/diffusivity:.0f} s")
print(f"theta: {theta*1e6:.2f} cm3/mol")
print(f"theta per lithium atom: {theta/N_A*1e27:.4f} nm3")
print(f"final mean concentration: {conc_end*1e-6:.5f} mol/cm3")
print(f"theta*c at final mean: {theta*conc_end:.4f} (1)")
print(f"diffusivity factor 1+theta*c: {enhancement:.4f} (1)")
print(f"effective diffusivity: {diffusivity*enhancement*1e4:.3e} cm2/s")
print(f"hydrostatic coefficient: {hydro_coefficient/1e3:.2f} kJ/mol")
print(f"no stress, centre and surface filling: "
      f"{centre_plain:.5f}, {surface_plain:.5f} (1)")
print(f"with stress, centre and surface filling: "
      f"{centre_form:.5f}, {surface_form:.5f} (1)")
print(f"filling difference without stress: {diff_plain:.5f} (1)")
print(f"filling difference, derived law: {diff_form:.5f} (1)")
print(f"filling difference, numerical elasticity: {diff_el:.5f} (1)")
print(f"quasi-steady difference without stress: {quasi_plain:.5f} (1)")
print(f"quasi-steady difference with stress: {quasi_stress:.5f} (1)")
print(f"centre tension: {centre_stress/1e6:.2f} MPa")
print(f"surface tangential stress: {surface_hoop/1e6:.2f} MPa")
print(f"test: largest relative stress error: {stress_error:.2e} (1)")
print(f"test: relative energy-slope error: {energy_error:.2e} (1)")
print(f"test: relative flux error: {flux_error:.2e} (1)")
print(f"test: relative profile error: {profile_error:.2e} (1)")
print(f"mesh shift, 40 to 80 cells: {100*mesh_shift:.4f} percent")
print(f"factor with site blocking: {blocked:.4f} (1)")
print(f"assumed lithium repulsion: {repulsion/charge:.2f} eV")
print(f"factor with blocking and repulsion only: {repulsion_only:.4f} (1)")
print(f"factor with blocking, repulsion, stress: {repelled:.4f} (1)")
print(f"swelling volume strain: {100*omega*conc_end:.3f} percent")
print(f"assumed softening at full filling: {100*softening:.0f} percent")
print(f"softening at final mean: {100*softening*end_fill:.1f} percent")
print(f"assumed cubic anisotropy ratio: {zener_ratio:.1f} (1)")
print(f"theta ratio for 100 and 111 waves: "
      f"{theta_100:.3f}, {theta_111:.3f} (1)")
print(f"barrier change, activation volume Omega: {barrier_change:.4f} RT")
print(f"assumed surface tension: {surface_tension:.1f} J/m2")
print(f"uniform surface pressure: {2*surface_tension/radius/1e6:.2f} MPa")
print(f"assumed central crack radius: {crack_radius*1e6:.1f} um")
print(f"crack stress intensity: {stress_intensity/1e6:.4f} MPa m^0.5")
print(f"theta at 250 K: {theta_formula(250)*1e6:.2f} cm3/mol")
print(f"theta at 330 K: {theta_formula(330)*1e6:.2f} cm3/mol")
print("no test failed")
```

It prints:

```
Young's modulus: 100 GPa
Poisson ratio: 0.30 (dimensionless)
partial molar volume: 3.50 cm3/mol
stress-free diffusivity: 1.00e-10 cm2/s
site concentration: 0.0230 mol/cm3
temperature: 300 K
particle radius: 2.0 um
time to fill all sites: 3600 s
initial, final mean filling: 0.05, 0.10 (1)
insertion time: 180 s
diffusion time a^2/D: 400 s
theta: 155.91 cm3/mol
theta per lithium atom: 0.2589 nm3
final mean concentration: 0.00230 mol/cm3
theta*c at final mean: 0.3586 (1)
diffusivity factor 1+theta*c: 1.3586 (1)
effective diffusivity: 1.359e-10 cm2/s
hydrostatic coefficient: 111.11 kJ/mol
no stress, centre and surface filling: 0.08889, 0.10741 (1)
with stress, centre and surface filling: 0.09163, 0.10546 (1)
filling difference without stress: 0.01851 (1)
filling difference, derived law: 0.01384 (1)
filling difference, numerical elasticity: 0.01384 (1)
quasi-steady difference without stress: 0.01852 (1)
quasi-steady difference with stress: 0.01363 (1)
centre tension: 21.40 MPa
surface tangential stress: -20.95 MPa
test: largest relative stress error: 8.29e-05 (1)
test: relative energy-slope error: 3.30e-05 (1)
test: relative flux error: 7.61e-05 (1)
test: relative profile error: 1.03e-04 (1)
mesh shift, 40 to 80 cells: 0.0588 percent
factor with site blocking: 1.3227 (1)
assumed lithium repulsion: 0.10 eV
factor with blocking and repulsion only: 1.3481 (1)
factor with blocking, repulsion, stress: 1.6709 (1)
swelling volume strain: 0.805 percent
assumed softening at full filling: 30 percent
softening at final mean: 3.0 percent
assumed cubic anisotropy ratio: 1.5 (1)
theta ratio for 100 and 111 waves: 0.878, 1.128 (1)
barrier change, activation volume Omega: 0.0300 RT
assumed surface tension: 1.0 J/m2
uniform surface pressure: 1.00 MPa
assumed central crack radius: 1.0 um
crack stress intensity: 0.0241 MPa m^0.5
theta at 250 K: 187.09 cm3/mol
theta at 330 K: 141.74 cm3/mol
no test failed
```
